# Half-width of the diffusive Hanle curve at zero injector–detector separation: a program that tests the result

```python
"""
Hanle dephasing in a one-dimensional diffusive channel, injector and detector
at the same point.  Result under test:
    f(x) = Re (1 + i x)^(-1/2),   f = 1/2 at x = sqrt(3 + 2 sqrt 3) = 2.54...,
whereas the Lorentzian 1/(1 + x^2) is 1/2 at x = 1.
x = omega*tau, omega = g mu_B B/hbar, tau = spin lifetime, D = diffusion
constant, lam = sqrt(D tau) = spin diffusion length, s = sqrt(1 + i x).
In the numerical solver lengths are in units of lam.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import spsolve

# ---------- derived formulas ----------


def root_s(x):
    return np.sqrt(1 + 1j * x)


def diffusive(x):
    u = np.sqrt(1 + x**2)
    return np.sqrt((u + 1) / (2 * u**2))


def box_factor(q):
    """Mean of exp(-q|a-b|) over a, b uniform in a unit interval."""
    return 2 * (q - 1 + np.exp(-q)) / q**2


def wide_contacts(x, w):
    s = root_s(x)
    return (box_factor(s * w) / s).real


def thick_strip(x, w, d, modes=400):
    """Injector below, detector above a strip of thickness d."""
    n = np.arange(1, modes + 1)
    s_n = np.sqrt(1 + 1j * x + (n * np.pi / d)**2)
    extra = 2 * np.sum((-1.0)**n * box_factor(s_n * w) / s_n)
    return wide_contacts(x, w) + extra.real


def separated(x, distance):
    s = root_s(x)
    return (np.exp(-s * distance) / s).real


def leaky(x, eta):
    return (1 / (root_s(x) + eta)).real


def half_point(signal):
    return brentq(lambda x: signal(x) / signal(0.0) - 0.5, 0.1, 10)


# ---------- independent road 1: average over spin ages ----------
# t/tau = y^2 turns the weight t^(-1/2) exp(-t/tau) dt into exp(-y^2) dy.
y = np.linspace(-8, 8, 8001)
weight = np.exp(-y**2)
age = y**2


def age_average(values):
    return np.sum(weight * values) / np.sum(weight)


def hanle_from_ages(x):
    return age_average(np.cos(x * age))


# ---------- independent road 2: steady Bloch-diffusion equation ----------
def second_difference(n, step):
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    off = -np.ones(n - 1)
    return sparse.diags([off, main, off], [-1, 0, 1]) / step**2


def bloch(x, h, half_cells, box=1, shift=0, leak=0.0, d=1.0, layers=1):
    """Two real spin components on a grid; returns the detected component."""
    n = 2 * half_cells + 1
    op = sparse.kron(second_difference(n, h), sparse.identity(layers))
    if layers > 1:
        across = second_difference(layers, d / layers)
        op = op + sparse.kron(sparse.identity(n), across)
    sink = np.zeros((n, layers))
    sink[half_cells, :] = 2 * leak / h
    op = op + sparse.identity(n * layers) + sparse.diags(sink.ravel())
    turn = x * sparse.identity(n * layers)
    matrix = sparse.bmat([[op, turn], [-turn, op]], format="csc")
    first = half_cells - box // 2
    source = np.zeros((n, layers))
    source[first:first + box, 0] = 1 / (box * h)
    rhs = np.concatenate([source.ravel(), np.zeros(n * layers)])
    spin = spsolve(matrix, rhs)[:n * layers].reshape(n, layers)
    return spin[first + shift:first + shift + box, -1].mean()


def bloch_ratio(x, *args, **kwargs):
    return bloch(x, *args, **kwargs) / bloch(0.0, *args, **kwargs)


# ---------- tests of the main result ----------
x_half = np.sqrt(3 + 2 * np.sqrt(3))
for x in (0.3, 1.0, 2.5, 8.0):
    assert abs(hanle_from_ages(x) - diffusive(x)) < 1e-9
    assert abs(bloch_ratio(x, 0.01, 1200) - diffusive(x)) < 1e-4
x_half_numeric = brentq(lambda x: hanle_from_ages(x) - 0.5, 0.1, 10)
assert abs(x_half_numeric - x_half) < 1e-8
half_signal_grid = bloch_ratio(x_half, 0.01, 1200)
assert abs(half_signal_grid - 0.5) < 1e-4
scan = np.array([hanle_from_ages(x) for x in np.linspace(0, 12, 121)])
assert np.all(np.diff(scan) < 0)


def equal_weight_signal(x):
    return quad(lambda t: np.exp(-t) * np.cos(x * t), 0, 40, limit=200)[0]


x_lorentz = brentq(lambda x: equal_weight_signal(x) - 0.5, 0.1, 10)
assert abs(x_lorentz - 1) < 1e-7

# Ages, low-field curvature and high-field tail
mean_age, mean_square_age = age_average(age), age_average(age**2)
assert abs(mean_age - 0.5) < 1e-9 and abs(mean_square_age - 0.75) < 1e-9
curvature = (1 - hanle_from_ages(0.01)) / 0.01**2
assert abs(curvature - 3 / 8) < 1e-3
tail_ratio = bloch_ratio(200.0, 0.01, 1200) * np.sqrt(2 * 200.0)
assert abs(tail_ratio - 1) < 0.01

# ---------- tests of the correction formulas ----------
# Grid errors are of second order in the step, hence the tolerances.
for h, cells, box in ((0.02, 600, 51), (0.05, 600, 401)):
    w = box * h
    exact = wide_contacts(2.0, w) / wide_contacts(0.0, w)
    assert abs(bloch_ratio(2.0, h, cells, box=box) - exact) < 5e-4
x_very_wide = half_point(lambda x: wide_contacts(x, 1000.0))
assert abs(x_very_wide - 1) < 2e-3
exact = separated(2.0, 0.5) / separated(0.0, 0.5)
assert abs(bloch_ratio(2.0, 0.01, 1200, shift=50) - exact) < 5e-4
exact = leaky(2.0, 0.3) / leaky(0.0, 0.3)
assert abs(bloch_ratio(2.0, 0.01, 1200, leak=0.3) - exact) < 5e-4
w2, d2 = 21 * 0.05, 1.0
exact = thick_strip(2.0, w2, d2) / thick_strip(0.0, w2, d2)
thin = wide_contacts(2.0, w2) / wide_contacts(0.0, w2)
grid = bloch_ratio(2.0, 0.05, 160, box=21, d=d2, layers=20)
assert abs(grid - exact) < 3e-3 and abs(thin - exact) > 1e-2

# Tilt: shape-anisotropy energy, then explicit rotation of the spins
tilt = minimize_scalar(lambda a: 0.5 * np.sin(a)**2 - 0.3 * np.sin(a),
                       bounds=(0, np.pi / 2), method="bounded").x
assert abs(np.sin(tilt) - 0.3) < 1e-4
inj = np.array([np.cos(tilt), 0, np.sin(tilt)])
anti = np.array([-np.cos(tilt), 0, np.sin(tilt)])
phase = 2.0 * age
rotated = np.array([inj[0] * np.cos(phase), inj[0] * np.sin(phase),
                    inj[2] * np.ones_like(phase)])
half_difference = age_average((inj - anti) @ rotated) / 2
assert abs(half_difference - (1 - 0.3**2) * diffusive(2.0)) < 1e-4

# ---------- worked example: aluminium strip, rough typical values ----------
D, tau, g, temperature = 40e-4, 100e-12, 2.0, 4.2
width, thick, contact, offset = 100e-9, 50e-9, 100e-9, 50e-9
R_contact, current, B_sat, lattice = 1e3, 100e-6, 1.8, 0.405e-9
e, hbar, m_e = const.e, const.hbar, const.m_e
mu_B = const.physical_constants["Bohr magneton"][0]
lam = np.sqrt(D * tau)
B_one = hbar / (g * mu_B * tau)
B_half = x_half * B_one
tau_misread = hbar / (g * mu_B * B_half)

# Free-electron estimate: four atoms per cubic cell, three electrons each
density = 12 / lattice**3
k_F = (3 * np.pi**2 * density)**(1 / 3)
v_F, E_F = hbar * k_F / m_e, (hbar * k_F)**2 / (2 * m_e)
sigma = e**2 * (1.5 * density / E_F) * D
t_scatter = 3 * D / v_F**2
assert abs(density * e**2 * t_scatter / m_e / sigma - 1) < 1e-9
area = width * thick
R_spin = lam / (sigma * area)
eta = (2 / R_contact) / (2 / R_spin)
drift = current / (density * e * area)
orbital = e * B_half * t_scatter / m_e

x_width = half_point(lambda x: wide_contacts(x, contact / lam))
x_thick = half_point(lambda x: thick_strip(x, contact / lam, thick / lam))
x_offset = half_point(lambda x: separated(x, offset / lam))
x_leak = half_point(lambda x: leaky(x, eta))
x_tilt = half_point(lambda x: (1 - (x * B_one / B_sat)**2) * diffusive(x))
assert drift * tau / lam < 1e-2 and orbital < 1e-2
assert v_F * t_scatter < thick < lam

# ---------- output ----------
print(f"u at half signal, 1+sqrt(3): {np.sqrt(1 + x_half**2):.4f}")
print(f"omega*tau at half signal, formula: {x_half:.4f}")
print(f"omega*tau at half signal, age integral: {x_half_numeric:.4f}")
print(f"signal there from Bloch-diffusion grid: {half_signal_grid:.5f}")
print(f"omega*tau at half signal, Lorentzian: {x_lorentz:.4f}")
print(f"mean age / tau: {mean_age:.4f}")
print(f"mean square age / tau^2: {mean_square_age:.4f}")
print(f"low-field coefficient of x^2: {curvature:.4f}")
print(f"grid signal times sqrt(2x) at x=200: {tail_ratio:.4f}")
for x in (1.0, x_half, 5.0, 10.0):
    print(f"x={x:.3f}: diffusive {diffusive(x):.4f}, "
          f"Lorentzian {1 / (1 + x**2):.4f}")
for w in (0.1, 1.0, 10.0, 100.0):
    xw = half_point(lambda x: wide_contacts(x, w))
    print(f"contact width/lam={w:g}: half signal at x={xw:.3f}")
print("Aluminium example, rough typical inputs")
print(f"D: {D * 1e4:.0f} cm2/s")
print(f"tau: {tau * 1e12:.0f} ps")
print(f"g factor: {g:.0f}")
print(f"temperature: {temperature:.1f} K")
print(f"strip width: {width * 1e9:.0f} nm")
print(f"strip thickness: {thick * 1e9:.0f} nm")
print(f"contact width: {contact * 1e9:.0f} nm")
print(f"misalignment considered: {offset * 1e9:.0f} nm")
print(f"resistance of each contact: {R_contact:.0f} ohm")
print(f"current: {current * 1e6:.0f} uA")
print(f"contact saturation field: {B_sat:.1f} T")
print(f"lattice constant: {lattice * 1e9:.3f} nm")
print(f"spin diffusion length: {lam * 1e9:.0f} nm")
print(f"field for omega*tau=1: {B_one * 1e3:.1f} mT")
print(f"half-signal field, diffusive: {B_half * 1e3:.1f} mT")
print(f"lifetime misread as Lorentzian: {tau_misread * 1e12:.1f} ps")
print("Half-signal omega*tau with one neglected effect restored")
print(f"contact width: {x_width:.3f}")
print(f"contact width and strip thickness: {x_thick:.3f}")
print(f"misalignment, point contacts: {x_offset:.3f}")
print(f"spin leakage into contacts: {x_leak:.3f}")
print(f"tilt of contact magnetisation: {x_tilt:.3f}")
print("Sizes from the free-electron estimate")
print(f"electron density: {density * 1e-6:.2e} cm^-3")
print(f"Fermi energy: {E_F / e:.1f} eV")
print(f"resistivity: {1e8 / sigma:.1f} uohm cm")
print(f"channel spin resistance: {R_spin:.1f} ohm")
print(f"leakage ratio eta: {eta:.4f}")
print(f"mean free path: {v_F * t_scatter * 1e9:.1f} nm")
print(f"drift length in tau / lam: {drift * tau / lam:.1e}")
print(f"cyclotron angle between collisions: {orbital:.1e} rad")
print(f"thermal energy / Fermi energy: "
      f"{const.k * temperature / E_F:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
u at half signal, 1+sqrt(3): 2.7321
omega*tau at half signal, formula: 2.5425
omega*tau at half signal, age integral: 2.5425
signal there from Bloch-diffusion grid: 0.49999
omega*tau at half signal, Lorentzian: 1.0000
mean age / tau: 0.5000
mean square age / tau^2: 0.7500
low-field coefficient of x^2: 0.3750
grid signal times sqrt(2x) at x=200: 1.0000
x=1.000: diffusive 0.7769, Lorentzian 0.5000
x=2.542: diffusive 0.5000, Lorentzian 0.1340
x=5.000: diffusive 0.3425, Lorentzian 0.0385
x=10.000: diffusive 0.2339, Lorentzian 0.0099
contact width/lam=0.1: half signal at x=2.400
contact width/lam=1: half signal at x=1.715
contact width/lam=10: half signal at x=1.063
contact width/lam=100: half signal at x=1.006
Aluminium example, rough typical inputs
D: 40 cm2/s
tau: 100 ps
g factor: 2
temperature: 4.2 K
strip width: 100 nm
strip thickness: 50 nm
contact width: 100 nm
misalignment considered: 50 nm
resistance of each contact: 1000 ohm
current: 100 uA
contact saturation field: 1.8 T
lattice constant: 0.405 nm
spin diffusion length: 632 nm
field for omega*tau=1: 56.9 mT
half-signal field, diffusive: 144.6 mT
lifetime misread as Lorentzian: 39.3 ps
Half-signal omega*tau with one neglected effect restored
contact width: 2.328
contact width and strip thickness: 2.284
misalignment, point contacts: 2.229
spin leakage into contacts: 2.571
tilt of contact magnetisation: 2.513
Sizes from the free-electron estimate
electron density: 1.81e+23 cm^-3
Fermi energy: 11.7 eV
resistivity: 6.7 uohm cm
channel spin resistance: 8.5 ohm
leakage ratio eta: 0.0085
mean free path: 5.9 nm
drift length in tau / lam: 1.1e-04
cyclotron angle between collisions: 7.4e-05 rad
thermal energy / Fermi energy: 3.1e-05
ALL CHECKS PASSED
```
